Magnetic Anisotropy in Uniaxial and Cubic Metals: Size and k-Mesh Demand

**Problem**

The energy of a ferromagnet depends on the direction n of its moment through spin-orbit coupling. Let the magnetism be carried by d bands of width W, with spin-orbit energy ξ much smaller than W.

(a) At which power of ξ does the anisotropy begin in a uniaxial crystal, and at which in a cubic one?
(b) How large is it for bcc iron and fcc nickel?
(c) How fine must the k mesh be to resolve it?

**Model and conventions**

For each wave vector k the one-electron Hamiltonian is

H(n) = H₀ − (Δ/2) σ·n + ξ L·S, S = σ/2.

H₀ is the spin-independent band Hamiltonian and Δ the exchange splitting, whose size does not depend on n. L and S are in units of ħ. States are occupied with f(e) = 1/(e^((e−μ)/kT) + 1), where kT is a numerical smearing. The quantity compared between directions is the grand potential per atom,

Ω(n) = −kT Σ ln(1 + e^((μ−e)/kT)),

where Σ runs over bands and averages over k. The poles of f lie at μ ± iπkT, μ ± 3iπkT and so on. An expansion in ξ is therefore controlled when ξ is well below πkT.

**Solution of (a)**

*Powers of W.* Let Δ, kT and μ scale with W. Dividing H by W leaves a dimensionless problem, so Ω = W ω(ξ/W), with the other ratios held fixed. Expanding,

Ω = Σ_p c_p(n) ξ^p / W^(p−1).

It remains to find the first p for which c_p depends on n.

*Angular form of each order.* Take orthonormal vectors e₁, e₂, n with e₁ × e₂ = n, and use them as spin axes. With e± = e₁ ± i e₂ and S± = S₁ ± i S₂,

L·S = (L·n) S₃ + ½ (L·e₋) S₊ + ½ (L·e₊) S₋.

The unperturbed Hamiltonian is now H₀ − Δ S₃. It no longer contains n, and it conserves S₃. A term of order p in Ω is a trace containing p factors of L·S, and it vanishes unless S₊ and S₋ occur equally often. The vectors e₊ and e₋ thus come in pairs:

e₊ₐ e₋ᵦ = (e₁ₐe₁ᵦ + e₂ₐe₂ᵦ) − i (e₁ₐe₂ᵦ − e₂ₐe₁ᵦ)
= δₐᵦ − nₐnᵦ − i Σ_c ε(a,b,c) n_c.

The first bracket follows from completeness of the three axes, the second from e₁ × e₂ = n. Each pair uses two factors of L·S and has at most degree two in n. Each factor L·n has degree one. Hence c_p(n) is a polynomial of degree at most p.

*Symmetry.* Time reversal leaves H₀ and L·S unchanged apart from k → −k, and reverses σ. It turns H(n) into H(−n), so Ω(n) = Ω(−n) and only even degrees remain. Orders two and three can therefore contain at most

constant + Σ_ab B_ab nₐ n_b.

If the crystal has a single three-, four- or sixfold axis z, B has two equal eigenvalues and one different. The form reduces to constant + b n_z², and an anisotropy of order ξ²/W is allowed.

In a cubic crystal B must be proportional to the unit matrix. Since n² = 1, the whole expression is then constant, and orders two and three drop out. At order four the cubic invariant n_x⁴ + n_y⁴ + n_z⁴ appears. Squaring n² = 1 gives

n_x⁴ + n_y⁴ + n_z⁴ = 1 − 2(n_x²n_y² + n_y²n_z² + n_z²n_x²),

so the leading anisotropy is

Ω(n) = constant + K₁ (n_x²n_y² + n_y²n_z² + n_z²n_x²), K₁ ∝ ξ⁴/W³.

The bracket is 0 along [001], ½·½ = 1/4 along [110] and 3·(1/3)² = 1/3 along [111]. Thus E₁₁₁ − E₀₀₁ = K₁/3 and E₁₁₀ − E₀₀₁ = K₁/4, with ratio 3/4.

*The second-order term explicitly.* Write V = L·S, and let ρ = f(H) be the density matrix. It commutes with H. To first order in ξ, between unperturbed states i and j,

(e_i − e_j) δρ_ij + ξ V_ij (f_j − f_i) = 0,

δρ_ij = ξ V_ij (f_i − f_j)/(e_i − e_j).

For equal energies the quotient becomes f′(e_i). Because dΩ/dξ = Tr ρV, integration over ξ gives the second-order coefficient

Ω₂ = ½ Σ_ij |V_ij|² (f_i − f_j)/(e_i − e_j).

With energy differences of order W this is the expected ξ²/W. Now let the departure from cubic symmetry be a site term D(L_z² − 2). At D = 0 the directional part of Ω₂ vanishes. At fixed smearing it can be expanded in D, so for weak fields it behaves as

A_uniaxial ~ ξ² D/W².

For stronger fields the growth with D is slower than linear. In the iron-like bands of part (b) the anisotropy is already of order ξ²/W at D ≈ 0.1W. Setting ξ²D/W² equal to ξ⁴/W³ gives D ~ ξ²/W. Apart from prefactors, a distortion field of this small size already rivals the cubic anisotropy.

*Fixed electron number.* A metal keeps its number N of electrons, not μ. Its free energy is the maximum of Ω + μN over μ. Let spin-orbit coupling change Ω by δΩ, and let g = −∂²Ω/∂μ² be the smeared density of states. For a shift x of μ one maximizes δΩ + x δΩ′ − ½ g x², where the prime means ∂/∂μ. The maximum is at x = δΩ′/g, and

δF = δΩ + (δΩ′)²/(2g).

In the cubic case the directional part of the last term is an isotropic ξ² times an anisotropic ξ⁴, hence of order ξ⁶. In the uniaxial case it is of order ξ⁴. Neither changes the leading anisotropy.

*Check by diagonalization.* A bcc d-band model with Δ = 0.3W and kT = 0.05W was diagonalized for ξ = 0.005W and 0.01W. Root-mean-square (rms) anisotropies over a set of chemical potentials were compared, so that a sign change at one filling could not decide the outcome. The exponents are 3.93 for the cubic crystal and 1.99 for D = 0.1W. The ratio of the [110] to the [111] anisotropy is 0.7501, and doubling a weak D multiplies the uniaxial anisotropy by 1.995.

*A sharp Fermi surface.* As kT → 0 the expansion loses its justification, and states near degeneracies need a separate estimate. Suppose two bands of opposite spin cross on a surface in k space. Let s be their mean energy measured from μ, d half their separation and v ∝ ξ their coupling. The levels are s ± r with r² = d² + v². If s and d vary independently with constant density, the occupied energy from −L < s < L, with r < L, is

∫ from −L to −r of (s + r) ds + ∫ from −L to r of (s − r) ds
= −½(L − r)² − ½(L + r)² = −L² − d² − v².

This contains v² but no |v|³, so such crossings add no ξ³ term at this level. Where bands touch along a line and separate linearly away from it, the affected region around the point where the line meets the Fermi level has extent ξ/W in each of three directions, in units of the zone size, and energy changes of order ξ. The count gives ξ(ξ/W)³ = ξ⁴/W³, the same power as before.

On a fourfold axis degenerate bands separate quadratically instead. The two transverse extents are then (ξ/W)^(1/2), and the count alone would allow ξ³/W². The integral above removes this term as well: at fixed transverse wave vector s varies linearly along the axis, and the coupling again enters through r² = d² + v². A degenerate band edge lying at the Fermi level is a further exception. Its affected region has extent (ξ/W)^(1/2) in all three directions, and the count then allows ξ^(5/2)/W^(3/2). The fourth power is therefore established here at fixed smearing, not for every band structure as kT → 0.

**Solution of (b)**

*Spin-orbit energy and width.* In hartree units, with α the fine-structure constant and V(r) the electron's potential energy, the spin-orbit term for a radial d function gives

ξ = (α²/2) ⟨(1/r) dV/dr⟩.

The width follows from the Wigner–Seitz conditions on a sphere of radius s holding one atom. The bonding band edge has R′(s) = 0 and the antibonding edge has R(s) = 0:

W = E[R(s) = 0] − E[R′(s) = 0], l = 2.

V(r) comes from a self-consistent, all-electron, non-relativistic and spin-averaged calculation for a neutral sphere, in the local density approximation with Slater exchange and VWN correlation. Rounded inputs are s = 2.7 bohr and 7.0 d electrons for iron, 2.6 bohr and 9.4 for nickel. For iron,

W = 1.300 − (−3.469) = 4.769 eV.

ξ is 40.5 meV at the bottom of the band and 70.4 meV at the top, where the node at s makes the orbital more compact. The mean is 55.4 meV. The two bare estimates are

ξ²/W = (0.0554 eV)²/(4.769 eV) ≈ 640 µeV,

ξ⁴/W³ = (0.0554 eV)⁴/(4.769 eV)³ ≈ 0.087 µeV.

These figures are sensitive to the rounded radius: s = 2.667 bohr, from the lattice constant of iron, gives W = 5.02 eV and ξ⁴/W³ ≈ 0.075 µeV. Either way the bare cubic estimate for iron falls short of a microelectronvolt, and a prefactor is needed.

*Prefactor from bands.* Canonical d bands have two-centre integrals in the ratio ddσ : ddπ : ddδ = −6 : 4 : −1, falling with distance as R⁻⁵. Two neighbour shells were kept, and the bands were scaled to the calculated W on a coarse mesh that omits the high-symmetry points. Their full width is about 2% larger. The exchange splittings, 2.0 eV for iron and 0.6 eV for nickel, are chosen inputs. They give spin moments of 2.79 and 0.57 Bohr magnetons per atom. The first is well above the moment of real iron, about 2.2, so the iron column describes iron-like bands rather than the metal itself. Below, A = E₁₁₁ − E₀₀₁ per atom at kT = ξ, and "rms" is taken over 23 chemical potentials spread evenly across the d bands, 0.2 to 0.3 eV apart.

| Quantity | Fe, bcc | Ni, fcc |
|---|---|---|
| W (eV) | 4.77 | 4.38 |
| ξ (meV) | 55.4 | 85.5 |
| W/ξ | 86 | 51 |
| ξ²/W (µeV) | 640 | 1670 |
| ξ⁴/W³ (µeV) | 0.087 | 0.64 |
| rms A (µeV) | 3.7 | 2.8 |
| A at own filling (µeV) | 0.19 | 0.07 |

At kT = ξ the typical cubic anisotropy of these model bands is a few microelectronvolts. Written as ξ⁴/E³, it corresponds for iron to

E = [(0.0554 eV)⁴/(3.69 × 10⁻⁶ eV)]^(1/3) ≈ 1.4 eV,

and for nickel to 2.7 eV. These effective denominators are smaller than W. Because they enter as a cube, the prefactors in front of ξ⁴/W³ are about 42 and 4. The spacing of the 23 chemical potentials is several kT, so these numbers depend on the sampling. For iron, shifting the grid by half a spacing gives an rms of 0.9 µeV, and 301 points give 2.6 µeV, that is E ≈ 1.5 eV and a prefactor of about 30. The nickel figures come from an equally coarse grid and should be read as orders of magnitude.

At the filling assigned to each metal the model gives much less than the rms value. Halving the smearing changes these values to 0.06 µeV for iron and 0.37 µeV for nickel, with μ and the finest mesh unchanged, and raises the 23-point rms values to 6.3 and 9.9 µeV (for iron on 301 points, from 2.6 to 4.7 µeV). The rms values still rise as the smearing is reduced, so they, and the prefactors and effective denominators drawn from them, belong to kT = ξ and are not limits for a sharp Fermi surface. The value and sign for either real metal are not predicted. Measured low-temperature anisotropies are roughly one to a few microelectronvolts per atom in magnitude; that of nickel falls to about 0.1 µeV at room temperature. The model omits s–d hybridization, orbital polarization, scalar-relativistic corrections and the non-spherical potential.

The smearing kT = ξ lies outside the strict regime ξ ≪ πkT. For iron, with kT held fixed, the rms anisotropy between ξ/2 and ξ still grows with exponent 3.93. For comparison, the iron-like bands with D = 0.5 eV, a strong field that spreads the site energies by 4D = 2 eV, give an rms uniaxial anisotropy E₁₀₀ − E₀₀₁ of 950 µeV. That is a few hundred times the cubic one: about 260 on the 23-point grid and 360 on 301 points.

**Solution of (c)**

*Error of a mesh.* Consider a chain with e(k) = −(W/2) cos k, μ = 0 and one spin. Let Ω(k) be the contribution of wave vector k, with Fourier coefficients

G_R = (1/2π) ∫ Ω(k) e^(ikR) dk over one period.

Averaging over N equally spaced points retains every G_R with R a multiple of N, while the true average is G₀. The leading error is G_N + G_(−N) = 2G_N. Since dΩ/de = f, integration by parts gives

G_N = −(1/2πiN) ∫ f(e) (de/dk) e^(ikN) dk.

Close the contour in the upper half-plane. The sides cancel by periodicity and the top vanishes for large N. The nearest poles, e = ±iπkT, lie at k = ±π/2 + iκ, where

(W/2) sinh κ = πkT.

The residue of f(e) de/dk is −kT at each. For N a multiple of 4 both phases e^(±iπN/2) are 1, so

G_N ≈ (2kT/N) e^(−κN), error ≈ (4kT/N) e^(−κN).

For W = 1, kT = 0.02 and N = 40 this gives 1.330 × 10⁻⁵, against 1.334 × 10⁻⁵ by direct summation.

*A cautious estimate for the crystal.* In general the pole lies πkT/v from the real k axis, v = de/dk being the band velocity. With m divisions of 2π/a the mesh repeats in real space after L = ma, and the error falls as e^(−πkT L/v). A band e = −(W/2) cos(ka/2) has v = Wa/4 at its centre, so the exponent is 4πkT m/W. Let the error amplitude be ξ²/W and the permitted error η ξ⁴/W³. Then

e^(−4πkT m/W) = η (ξ/W)²,

m = (W/4πkT) ln[(W/ξ)²/η].

For iron with kT = ξ and η = 0.1,

m = (86.0/12.57) ln(7.4 × 10⁴) ≈ 77.

The bcc zone has twice the volume (2π/a)³, so this means 2m³ ≈ 9 × 10⁵ points. The fcc zone has four times that volume, and nickel needs m ≈ 41, or 3 × 10⁵ points.

*What the bands require.* Convergence at kT = ξ is faster than this. For iron at its own filling, A is −0.18, 0.21 and 0.20 µeV at m = 7, 14 and 28, against 0.19 µeV at m = 56. The coarsest mesh gives the wrong sign, and m = 14, with 5488 points, is within 7% of the finest. For nickel m = 10 is wrong by a factor of two, while m = 20, with 32 000 points, is within about 3% of m = 40.

One reason the estimate is too high follows from part (a). The angular argument needs only a k sum with cubic symmetry, so on a mesh with that symmetry the ξ² term is isotropic even before convergence. An error of amplitude ξ²/W then cancels between directions. A mesh that breaks the symmetry loses this protection.

The smearing is the costlier matter. Halving kT changed the 23-point rms anisotropy by factors of 1.7 and 3.6 (1.8 for iron on 301 points), so kT = ξ does not yet represent a sharp Fermi surface. At fixed accuracy m grows as 1/kT, apart from the slowly varying amplitude, and the number of points as 1/kT³. If kT = ξ/5 were needed, the meshes above would grow to m ≈ 70 for iron and 100 for nickel, or about 7 × 10⁵ and 4 × 10⁶ points. These are extrapolations, and they may be too low for a single filling with a small signal. For iron at kT = ξ/5, going from m = 56 to m = 70 changes the curve over fillings by about 2% of its rms, but the value at iron's own filling goes from about +0.07 to −0.10 µeV. They place the demand for a cubic metal at some 10⁵ to 10⁷ points in the full zone, growing as (W/ξ)³ when kT is a fixed fraction of ξ.

The uniaxial case is easier because its signal is larger. At m = 14 and kT = ξ the rms mesh error, relative to the rms anisotropy, is 0.3% for the uniaxial iron-like model and 2% for the cubic one. In absolute terms the uniaxial error is 0.0033 × 950 µeV ≈ 3 µeV, harmless there but about as large as the entire typical cubic anisotropy. The remaining figures are in the numerical output.

Values computed for the example and the checks

```
exponent of xi, cubic / uniaxial: 3.932 / 1.994
(E110-E001)/(E111-E001), small xi: 0.7501
uniaxial anisotropy ratio, field doubled: 1.995
perturbation sum vs diagonalization, rel. diff.: 1.0e-04
fixed mu vs fixed number, rel. diff.: 1.8e-03
chain W=1 kT=0.02 N=40: error 1.334e-05, law 1.330e-05
chain W=1 kT=0.02 N=80: error 4.420e-08, law 4.420e-08
Fe bcc: radius 2.7 bohr, d count 7.0, exchange 2.0 eV
Fe d bottom, top, width W: -3.469, 1.300, 4.769 eV
Fe xi at bottom, top, mean: 40.5, 70.4, 55.4 meV
Fe W/xi: 86.0; model spin moment: 2.79 mu_B
Fe bare xi^2/W: 644.1 ueV; xi^4/W^3: 0.0870 ueV
Fe E111-E001 at its filling, kT=xi: 0.193 ueV/atom
Fe rms over filling, kT=xi: 3.687 ueV/atom
Fe same mesh, kT=xi/2: 0.059, rms 6.261 ueV/atom
Fe prefactor c4 (rms): 42.4
Fe effective denominator: 1.368 eV
Fe m=7, 686 points: -0.175 ueV, rms error 0.2482 ueV
Fe m=14, 5488 points: 0.206 ueV, rms error 0.0751 ueV
Fe m=28, 43904 points: 0.199 ueV, rms error 0.0046 ueV
Fe finest m=56: 351232 points in full zone
Fe estimated m for 10% error: 77, 9.1e+05 points
Fe exponent between xi/2 and xi at fixed kT: 3.93
Fe-like, 0.5 eV uniaxial field: rms E100-E001 950.0 ueV/atom
relative mesh error at m=14, uniaxial / cubic: 3.3e-03 / 2.0e-02
Ni fcc: radius 2.6 bohr, d count 9.4, exchange 0.6 eV
Ni d bottom, top, width W: -3.378, 1.001, 4.379 eV
Ni xi at bottom, top, mean: 65.2, 105.7, 85.5 meV
Ni W/xi: 51.2; model spin moment: 0.57 mu_B
Ni bare xi^2/W: 1667.8 ueV; xi^4/W^3: 0.6352 ueV
Ni E111-E001 at its filling, kT=xi: 0.069 ueV/atom
Ni rms over filling, kT=xi: 2.754 ueV/atom
Ni same mesh, kT=xi/2: 0.365, rms 9.943 ueV/atom
Ni prefactor c4 (rms): 4.3
Ni effective denominator: 2.685 eV
Ni m=5, 500 points: 0.166 ueV, rms error 1.2096 ueV
Ni m=10, 4000 points: 0.135 ueV, rms error 0.2793 ueV
Ni m=20, 32000 points: 0.071 ueV, rms error 0.0140 ueV
Ni finest m=40: 256000 points in full zone
Ni estimated m for 10% error: 41, 2.9e+05 points
```
